\section*{The Casimir–Polder Coefficient and the Exponential Interaction of Semilocal Functionals}

\section{Definitions and conventions}

Hartree atomic units are used. Two neutral fragments $A$ and $B$ have their centres a distance $R$ apart, so far that their electron clouds hardly overlap. Each has a spherical ground state $|0\rangle$, nondegenerate apart from spin, and excitation energies $\omega_n>0$. Electrons are assigned to one fragment or the other, since exchanging them costs only overlap terms, which are exponentially small in $R$. The Coulomb interaction $v=1/|\mathbf r-\mathbf r'|$ is instantaneous, which requires $R\ll c/\omega$ for the important excitations, with $c$ the speed of light.

With real wave functions and $\rho_n(\mathbf r)=\langle0|\hat n(\mathbf r)|n\rangle$, the density response of a fragment at imaginary frequency $iu$ is
\begin{equation}
\chi(\mathbf r,\mathbf r';iu)=-\sum_{n\ne0}\frac{2\omega_n}{\omega_n^2+u^2}\,\rho_n(\mathbf r)\rho_n(\mathbf r').
\label{chi}
\end{equation}
Its dipole moment defines the polarizability,
\begin{equation}
-\int\!\!\int r_i\,\chi(\mathbf r,\mathbf r';iu)\,r'_k\,d\mathbf r\,d\mathbf r'=\alpha(iu)\,\delta_{ik}.
\label{alpha}
\end{equation}
The result to be derived twice is the leading interaction
\begin{equation}
E_{\rm int}\simeq-\frac{C_6}{R^6},\qquad C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du .
\label{cp}
\end{equation}

\section{First derivation: fluctuations and response}

Let only the coupling between the fragments be scaled,
\begin{equation}
H_\lambda=H_A+H_B+\lambda V_{AB},\qquad 0\le\lambda\le1 .
\end{equation}
All interactions inside each fragment stay at full strength. The Hellmann--Feynman theorem, $dE_\lambda/d\lambda=\langle V_{AB}\rangle_\lambda$, gives $E_{\rm int}=\int_0^1\langle V_{AB}\rangle_\lambda d\lambda$.

Split each charge density operator into its mean and its fluctuation $-\delta\hat n$. At $\lambda=0$ the mean charges are neutral and spherical and produce no potential outside the fragments, apart from overlap terms. The mean densities therefore change first at order $\lambda^2$. A changed mean density of $A$ does not interact with the unchanged one of $B$, so the contribution of the means to $\langle V_{AB}\rangle_\lambda$ starts at order $\lambda^4$, which is fifth order in $V_{AB}$ for the energy. To second order only the fluctuations count:
\begin{equation}
\langle V_{AB}\rangle_\lambda=\int\!\!\int v(\mathbf r,\mathbf r')\,\langle\delta\hat n_A(\mathbf r)\,\delta\hat n_B(\mathbf r')\rangle_\lambda\,d\mathbf r\,d\mathbf r' .
\end{equation}

Insert a complete set of eigenstates of $H_\lambda$ between the two operators. The ground state drops out because the fluctuations have zero mean. Since $\int_0^\infty 2\omega\,du/(\omega^2+u^2)=\pi$ for $\omega>0$, the sum becomes an integral over the cross response, defined as in (\ref{chi}) with one amplitude from each fragment:
\begin{equation}
\langle\delta\hat n_A\,\delta\hat n_B\rangle_\lambda=-\frac1\pi\int_0^\infty\chi^\lambda_{AB}(iu)\,du .
\label{fdt}
\end{equation}
This is the zero-temperature fluctuation-dissipation formula.

The cross response is needed to first order in $\lambda$. With operators evolving in imaginary time $\tau$ and $\mathcal T$ ordering them,
\begin{equation}
\chi_{AB}^\lambda(iu)=-\int_{-\infty}^{\infty}e^{iu\tau}\langle\mathcal T\,\delta\hat n_A(\tau)\,\delta\hat n_B(0)\rangle_\lambda\,d\tau ,
\label{tau}
\end{equation}
because each excitation contributes $\int e^{iu\tau-\omega|\tau|}d\tau=2\omega/(\omega^2+u^2)$. Imaginary-time evolution over a long interval projects onto the ground state, and expanding it to first order inserts $-\lambda\int V_{AB}(\tau')d\tau'$ into the average. The unperturbed state is a product and the unperturbed Hamiltonian a sum, so the average factorizes:
\begin{equation}
\langle\mathcal T\delta\hat n_A(\tau)\delta\hat n_B(0)\rangle_\lambda=-\lambda\!\int\! d\tau'\,\langle\mathcal T\delta\hat n_A(\tau)\delta\hat n_A(\tau')\rangle\,v\,\langle\mathcal T\delta\hat n_B(\tau')\delta\hat n_B(0)\rangle ,
\end{equation}
with spatial integrations understood. The right side is a convolution in time, so its Fourier transform is $-\lambda(-\chi_A)v(-\chi_B)$. The minus sign in (\ref{tau}) then gives
\begin{equation}
\chi^\lambda_{AB}=\lambda\,\chi_A\,v\,\chi_B .
\end{equation}
Here $\chi_A$ and $\chi_B$ are the fully interacting responses of the isolated fragments. With $\int_0^1\lambda\,d\lambda=\tfrac12$,
\begin{equation}
E_{\rm int}=-\frac1{2\pi}\int_0^\infty{\rm Tr}\,[\chi_A v\chi_B v]\,du .
\label{trace}
\end{equation}

Now let $\mathbf x$ be measured from the centre of $A$ and $\mathbf y$ from that of $B$, so that $v=1/|\mathbf R+\mathbf y-\mathbf x|$. Terms that depend on $\mathbf x$ alone or $\mathbf y$ alone drop out, because a constant potential induces no density. The first surviving term is
\begin{equation}
v\to x_iT_{ij}y_j,\qquad T_{ij}=-\partial_i\partial_j\frac1R=\frac{\delta_{ij}-3\hat R_i\hat R_j}{R^3}.
\label{T}
\end{equation}
By (\ref{alpha}) the two minus signs cancel, and the trace becomes $\alpha_A\alpha_B\sum_{ij}T_{ij}^2$. The eigenvalues of $T$ are $1,1,-2$ in units of $R^{-3}$, so the sum of squares is $6/R^6$. Equation (\ref{trace}) becomes (\ref{cp}), with prefactor $6/2\pi=3/\pi$.

\section{Second derivation: a sum over pair excitations}

Start instead from the dipole coupling $V=\sum_{ij}\hat x_iT_{ij}\hat y_j$, where $\hat{\mathbf x}$ and $\hat{\mathbf y}$ are sums over the electrons of each fragment. The first-order energy vanishes because spherical states have no dipole. For the same reason $V$ connects the ground state only to states in which both fragments are excited:
\begin{equation}
E^{(2)}=-\sum_{n,m\ne0}\frac{\big|\sum_{ij}T_{ij}\langle0|\hat x_i|n\rangle\langle0|\hat y_j|m\rangle\big|^2}{\omega_n+\omega_m}.
\end{equation}
Every term is negative or zero, so this interaction is attractive.

Group the states into degenerate levels $p$ of $A$ and $q$ of $B$. Rotational symmetry requires $\sum_{n\in p}\langle0|\hat x_i|n\rangle\langle n|\hat x_k|0\rangle=D_p\delta_{ik}$, and likewise for $B$. The sum of squares of $T$ again supplies the factor six:
\begin{equation}
C_6=6\sum_{p,q}\frac{D_pD_q}{\omega_p+\omega_q}.
\label{sos}
\end{equation}

The denominator couples the two fragments. To separate them, use partial fractions for $a\ne b$:
\begin{align}
\int_0^\infty\!\frac{ab\,du}{(a^2+u^2)(b^2+u^2)}
&=\frac{ab}{b^2-a^2}\int_0^\infty\!\Big(\frac1{a^2+u^2}-\frac1{b^2+u^2}\Big)du\nonumber\\
&=\frac{ab}{b^2-a^2}\,\frac\pi2\Big(\frac1a-\frac1b\Big)=\frac{\pi}{2(a+b)} .
\end{align}
Continuity covers $a=b$. From (\ref{chi}) and (\ref{alpha}), $\alpha(iu)=\sum_p2\omega_pD_p/(\omega_p^2+u^2)$. Hence the double sum in (\ref{sos}) equals $(2/\pi)\cdot\tfrac14\int_0^\infty\alpha_A\alpha_B\,du$. Multiplication by six gives (\ref{cp}) again.

\section{What each derivation assumes}

Both derivations stop at second order in the coupling and neglect electron exchange, retardation and higher multipoles. Both need a gap above the ground state and spherical fragments. For an anisotropic fragment $\alpha$ becomes a tensor, and permanent multipoles can add other power laws.

The first derivation makes the multipole expansion last. Equation (\ref{trace}) still contains the full Coulomb interaction between nonoverlapping densities, and (\ref{fdt}) holds at any coupling if $\chi_{AB}^\lambda$ is known. It needs response functions but no list of excited states, which suits density functional theory. The second derivation assumes the dipole coupling from the start and uses ordinary perturbation theory. It needs neither a coupling-constant integration nor a fluctuation formula, and it shows the sign term by term. The imaginary frequency enters there only as a device for factorizing an energy denominator.

\section{Two hydrogen atoms}

The dipole operator takes the $1s$ state, of energy $-\tfrac12$, into the $p$ channel, whose radial Hamiltonian is
\begin{equation}
h=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r .
\end{equation}
It was diagonalized in 24 functions $r^2e^{-r}L_k^{(4)}(2r)$, with $L_k^{(4)}$ the associated Laguerre polynomials. The discrete positive energies stand for the continuum. With $z_k$ the dipole matrix elements,
\begin{equation}
\alpha(iu)=\sum_k\frac{f_k}{\omega_k^2+u^2},\qquad f_k=2\omega_kz_k^2,\qquad \sum_kf_k=1 .
\end{equation}

The static value follows in closed form. The function $F=z(1+r/2)\phi$, with $\phi=e^{-r}/\sqrt\pi$, solves $(H+\tfrac12)F=z\phi$, where $H$ is the hydrogen Hamiltonian: for $u=(r^2+r^3/2)e^{-r}$ the operator $h+\tfrac12$ returns $r^2e^{-r}$. Therefore
\begin{equation}
\alpha(0)=2\langle\phi|z|F\rangle=\tfrac23\big(\langle r^2\rangle+\tfrac12\langle r^3\rangle\big)=\tfrac23\big(3+\tfrac{15}{4}\big)=\tfrac92 .
\end{equation}
The basis gives $\alpha(iu)=4.500$, $1.905$, $0.742$ and $0.224$ bohr$^3$ at $u=0$, $0.5$, $1$ and $2$ hartree. Gauss--Legendre integration of $\alpha^2$, after mapping the half-line to a finite interval, yields
\begin{equation}
C_6=6.50\ \text{hartree bohr}^6=3.88\ \text{eV \AA}^6 .
\end{equation}
Solving the second-order equation directly in a product basis, with 12 functions per electron and no frequency integral, also gives 6.50 hartree bohr$^6$.

A single excitation with unit strength and the correct static value has $\bar\omega=\sqrt{2/9}=0.4714$ hartree and gives
\begin{equation}
C_6^{\rm one}=\frac3\pi\int_0^\infty\frac{du}{(\bar\omega^2+u^2)^2}=\frac{3}{4\bar\omega^3}=7.16\ \text{hartree bohr}^6 ,
\end{equation}
10\% above the full result. It has to lie above. With $t=1/\omega^2$ each unit of strength contributes $t/(1+u^2t)$, which is concave in $t$, so spreading the strength at fixed mean $t$ lowers $\alpha(iu)$ at every $u>0$.

\section{Semilocal functionals}

\subsection{An exponential bound}

A semilocal functional is an integral of $f(n,\nabla n)$. For two atoms with frozen densities, its interaction energy is
\begin{equation}
\Delta E=\int\big[f(n_A+n_B)-f(n_A)-f(n_B)\big]d\mathbf r ,
\end{equation}
where the gradients are understood. Take hydrogen atoms with parallel spins, $n_A=e^{-2r_A}/\pi$ and likewise for $B$, so that $|\nabla n_A|=2n_A$. Assume $f(0,0)=0$ and derivatives bounded by $|\partial f/\partial n|\le L_n$ and $|\partial f/\partial\nabla n|\le L_g$ for the densities that occur, all of which satisfy $|\nabla n|\le2n$.

In the half-space nearer $A$, the mean-value theorem bounds both $|f(n_A+n_B)-f(n_A)|$ and $|f(n_B)|$ by $(L_n+2L_g)n_B$. The charge of $B$ in that half-space is, with $\rho\,d\rho=r\,dr$ on planes of constant $z$,
\begin{equation}
Q=\int_{R/2}^\infty\!dz\int_z^\infty\!2r e^{-2r}dr=\int_{R/2}^\infty\!\big(z+\tfrac12\big)e^{-2z}dz=\frac{R+2}{4}e^{-R}.
\end{equation}
Two terms in each of two half-spaces give
\begin{equation}
|\Delta E|\le(L_n+2L_g)(R+2)e^{-R}.
\label{bound}
\end{equation}
No inverse power of $R$ can satisfy this at large $R$. A scan of the derivatives by finite differences gives $L_n+2L_g=0.85$, $0.91$ and $0.92$ hartree for local (LDA), PBE and B88 exchange. Semilocal correlation obeys a bound of the same form if its derivatives are bounded too; it is not evaluated here.

\subsection{The sign is not fixed}

Local exchange has $f=-c\,n^{4/3}$ for each spin, with $c=\tfrac32(3/4\pi)^{1/3}=0.9305$. For positive $a$ and $b$,
\begin{equation}
(a+b)^{4/3}=a(a+b)^{1/3}+b(a+b)^{1/3}>a^{4/3}+b^{4/3},
\end{equation}
so the local exchange term is attractive for parallel spins. For antiparallel spins the two densities sit in separate spin channels, and the semilocal exchange interaction of the frozen atoms is zero.

At large $R$ the integral comes from the neighbourhood of the midplane $z=0$, where $r_{A,B}\simeq R/2\pm z+\rho^2/R$. The transverse integral of $e^{-8\rho^2/3R}$ is $3\pi R/8$, and
\begin{equation}
\Delta E_x^{\rm LDA}\simeq-\frac{c}{\pi^{4/3}}\frac{3\pi R}{8}\,G\,e^{-4R/3},
\end{equation}
\begin{equation}
G=\int_{-\infty}^{\infty}\big[(2\cosh2z)^{4/3}-2\cosh\tfrac{8z}3\big]dz=1.325 .
\end{equation}
At $R=12$ bohr this gives $-4.3\times10^{-7}$ hartree; two-centre quadrature of the full integral gives $-4.6\times10^{-7}$.

PBE exchange multiplies the local integrand by a factor that approaches $1.804$ when $|\nabla n|/n^{4/3}$ is large, as it is in the tails. Near the axis the opposing gradients cancel at the midplane and the factor falls to 1, but in a layer whose width shrinks as $e^{-R/3}$. The ratio to LDA is 0.86 at 8 bohr and 1.80 at 20 bohr.

B88 exchange adds to the local term
\begin{equation}
-\frac{\beta n^{4/3}x^2}{1+6\beta x\,{\rm arsinh}\,x}\to-\frac{|\nabla n|}{6\,{\rm arsinh}\,x},\qquad x=\frac{|\nabla n|}{n^{4/3}}\gg1 ,
\end{equation}
with $\beta=0.0042$. Because $\beta$ is small, the limit requires $6\beta x\,{\rm arsinh}\,x\gg1$, a stronger condition than $x\gg1$. Near the midplane $x$ grows as $e^{R/3}$, so ${\rm arsinh}\,x\simeq R/3$ to leading order. Cancellation of the gradients then loses exchange energy:
\begin{align}
\Delta E_x^{\rm B88}&\simeq\frac1{2R}\int\big(|\nabla n_A|+|\nabla n_B|-|\nabla n_A+\nabla n_B|\big)d\mathbf r\nonumber\\
&\simeq\frac1{2R}\,\frac{\pi R}{2}\int_{-\infty}^{\infty}\frac4\pi e^{-R-2|z|}dz=e^{-R}.
\end{align}
This is repulsive and outlasts the local attraction. Convergence to this law is slow: at $R=20$ bohr the quadrature value is 0.63 of $e^{-R}$.

The energies below are in hartree, for parallel spins.

\begin{center}
\begin{tabular}{rrrrr}
$R$/bohr & $-C_6/R^6$ & LDA & PBE & B88\\
8 & $-2.5\times10^{-5}$ & $-6.5\times10^{-5}$ & $-5.6\times10^{-5}$ & $8.5\times10^{-5}$\\
12 & $-2.2\times10^{-6}$ & $-4.6\times10^{-7}$ & $-7.5\times10^{-7}$ & $2.7\times10^{-6}$\\
20 & $-1.0\times10^{-7}$ & $-1.8\times10^{-11}$ & $-3.2\times10^{-11}$ & $1.3\times10^{-9}$
\end{tabular}
\end{center}

For instance, $6.499/12^6=2.18\times10^{-6}$. At 8 bohr local exchange attracts more strongly than the dispersion term, but this is an overlap effect. At 20 bohr it is smaller by a factor of almost 6000.

\subsection{The remaining energy terms}

Electrostatic and kinetic terms could still spoil the conclusion. For functions of the two distances, $\int d\mathbf r=(2\pi/R)\int\!\int r_Ar_B\,dr_A\,dr_B$. With $p=r_A+r_B\ge R$ and $|r_A-r_B|\le R$, the neutral-atom potential $e^{-2r}(1+1/r)$ gives
\begin{align}
E_{\rm es}&=e^{-2R}\Big(1+\frac1R\Big)-\int_R^\infty e^{-2p}\Big(\frac{p^2}2+p-\frac{R^2}6\Big)dp\nonumber\\
&=e^{-2R}\Big(\frac1R+\frac58-\frac{3R}4-\frac{R^2}6\Big).
\end{align}
The same coordinates give the overlap $S=(1+R+R^2/3)e^{-R}$ and $K=\langle\phi_A|1/r_B|\phi_B\rangle=(1+R)e^{-R}$. The $1s$ equation gives $T_{AB}=K-S/2$ for the kinetic matrix element. The determinant of the two parallel-spin orbitals therefore has the extra kinetic energy
\begin{equation}
\Delta T=\frac{1-2ST_{AB}}{1-S^2}-1=\frac{2S(S-K)}{1-S^2}=\frac{2S\,R^2e^{-R}}{3(1-S^2)} .
\end{equation}
This is $1.5\times10^{-4}$ hartree at 8 bohr and $2.2\times10^{-7}$ hartree at 12 bohr. It is not the net Pauli repulsion. The determinant's density differs from $n_A+n_B$ by $[S^2(n_A+n_B)-2S\phi_A\phi_B]/(1-S^2)$, and this changes the energy at order $S^2$, the same order as $\Delta T$. At 8 bohr it lowers the electrostatic energy by $6.6\times10^{-5}$ and the local exchange energy by $4.2\times10^{-5}$ hartree, so that the determinant's interaction energy with local exchange and no correlation is $-3.0\times10^{-5}$ hartree, still attractive. All these terms are exponentially small in $R$.

Relaxation of the densities could produce static dipoles $\mathbf p_A$ and $\mathbf p_B$. For equal atoms their energy to quadratic order is
\begin{equation}
\frac{p_A^2+p_B^2}{2\alpha(0)}+\sum_{ij}p_{A,i}T_{ij}p_{B,j}.
\end{equation}
The lowest eigenvalue of its matrix of second derivatives is $1/\alpha(0)-2/R^3$. For $R^3>2\alpha(0)$, or $R>2.08$ bohr with $\alpha(0)=9/2$, the minimum lies at zero dipoles and no power law arises at this order. The $R^{-6}$ energy belongs to the correlation of two fluctuating dipoles. Their means vanish under the dipole coupling alone; the dipole--quadrupole coupling adds mean dipoles of order $R^{-7}$. The interaction of these mean dipoles with each other is negligible beside $R^{-6}$. The distortion of each density that accompanies them is still needed for the force: by the Hellmann--Feynman theorem for a displaced nucleus, it pulls the atom's own nucleus towards the other atom with the force $6C_6/R^7$. A semilocal integral over the frozen densities has no term that represents the correlation of the fluctuating dipoles.

All numerical values are calculated from the stated model.
